\section*{Surface stress and the stability of a rippled stressed half-space, part 2}

A solid fills $y<h(x)$, with $h=a\cos kx$ and $ka\ll1$, and nothing depends on $z$. It carries a stress $\sigma$ along $x$, positive in tension. Atoms diffuse along the surface and material is conserved. The question is when a ripple lowers the energy, and whether the sign of $\sigma$ matters.

The solid is isotropic and linearly elastic, with Young modulus $E$, Poisson ratio $\nu$ and $M=E/(1-\nu^2)$. Lengths refer to the unstrained crystal, and any consistent units serve. The surface energy per unstrained area is $\Gamma=\gamma+f(\varepsilon_t+\varepsilon_{zz})$, with $\varepsilon_t$ the strain along the surface in the $xy$ plane and $f$ the constant surface stress.

Angle brackets average over a period in $x$, $ds$ is an element of surface length, and a prime on $h$ or $v_y$ means $d/dx$. The relaxation displacement $\mathbf v$ is added to the uniform state; it is periodic in $x$, has $v_z=0$ and dies out with depth.

In plane strain, $\varepsilon_{zz}=0$, the uniform strains are $\varepsilon_{xx}=\sigma/M$ and $\varepsilon_{yy}=-\frac{\nu}{1-\nu}\frac{\sigma}{M}$. Part (c) wrote $\Gamma\,ds=(\gamma-f)\,ds+f\,(1+\varepsilon_t)\,ds$, where the last factor is the deformed length. Before relaxation the ripple changes the surface energy by $(a^2k^2/4)G$, with
\begin{equation}
G=\gamma+f(2\varepsilon_{yy}-\varepsilon_{xx}+\varepsilon_{zz}).
\label{eq:G}
\end{equation}
With relaxation, the total change is $\Delta\mathcal E=(a^2k^2/4)D$, where
\begin{equation}
D=\gamma-\frac{cf\sigma}{M}-\frac2M\Big(\frac{\sigma^2}{k}+f^2k\Big).
\label{eq:D2}
\end{equation}
Here $c=3$ in plane strain and $c=2(1+2\nu)/(1+\nu)$ for an equibiaxial film. Of the $-3$ in plane strain, $-(1+\nu)/(1-\nu)$ is geometric and $-2\beta$, with $\beta=(1-2\nu)/(1-\nu)$, comes from relaxation. A direct minimization with trial fields (the Ritz test in the computed values) confirmed $D$.

The ripple grows if $D<0$. For $M\gamma>2f^2k$ the tensile and compressive thresholds $\sigma_T$ and $\sigma_C$ obey
\begin{equation}
\sigma_T=R-\frac{cfk}{4},\qquad |\sigma_C|=R+\frac{cfk}{4},\qquad
|\sigma_C|-\sigma_T=\frac{cfk}{2},
\label{eq:gap}
\end{equation}
with $R^2=(cfk/4)^2+M\gamma k/2-f^2k^2$ and $R>0$. The last difference is called the gap.

\subsection*{(g) Which wave goes first}

\textit{Does an unbounded surface have a threshold stress? On a surface of finite period, which wave becomes unstable first? At a given stress, what is the critical wavelength?}

\textbf{Solution.} For any $\sigma\neq0$ the term $-2\sigma^2/(Mk)$ outweighs $\gamma$ as $k\to0$. An unbounded half-space is therefore unstable at every non-zero stress in this model, and a threshold belongs to a chosen wavelength or to a surface that admits no wave longer than some period.

Let $k_1$ be the smallest wavenumber admitted. When $\sigma$ is at a threshold for $k_1$, $D(k_1)=0$ and
\begin{equation}
D(k)=D(k)-D(k_1)=\frac2M(k-k_1)\Big(\frac{\sigma^2}{kk_1}-f^2\Big).
\end{equation}
This is positive for $k_1<k<\sigma^2/(f^2k_1)$. The longest wave goes first, provided the upper end of this range lies beyond the wavenumbers to which the continuum model applies.

At fixed stress, $D=0$ multiplied by $-Mk$ is a quadratic equation in $k$:
\begin{equation}
2f^2k^2-Bk+2\sigma^2=0,\qquad B=M\gamma-cf\sigma .
\end{equation}
For $B>4|f\sigma|$ its smaller root is
\begin{equation}
k_*=\frac{B-\sqrt{B^2-16f^2\sigma^2}}{4f^2}
=\frac{4\sigma^2}{B+\sqrt{B^2-16f^2\sigma^2}} ,
\end{equation}
where the second form follows on multiplying above and below by $B+\sqrt{B^2-16f^2\sigma^2}$. Waves with $k<k_*$ grow. To first order in $f$,
\begin{equation}
\lambda_*=\frac{2\pi}{k_*}\simeq\frac{\pi M\gamma}{\sigma^2}\Big(1-\frac{cf\sigma}{M\gamma}\Big).
\label{eq:lam}
\end{equation}
At equal magnitude of stress and $f>0$, shorter waves can grow in tension than in compression.

\subsection*{(h) Why a strained surface energy is not enough}

\textit{A flat surface in plane strain has the energy $\gamma+f\varepsilon_{xx}$ per unstrained area. What gap follows if this replaces $\gamma$ in the result for $f=0$, and what has been left out?}

\textbf{Solution.} The replacement gives $D=\gamma+f\sigma/M-2\sigma^2/(Mk)$. This has $c=-1$ and no $f^2$ term, so the gap is $-fk/2$. Its sign is opposite to that of \eqref{eq:gap}.

To see what is missing, write the strains of the tilted surface as
\begin{equation}
2\varepsilon_{yy}-\varepsilon_{xx}=\varepsilon_{xx}+2(\varepsilon_{yy}-\varepsilon_{xx})
=\frac{\sigma}{M}-\frac{2}{1-\nu}\frac{\sigma}{M}.
\end{equation}
The first term is the one retained by the replacement. The second arises because tilting an element turns it away from the stretched direction, towards the direction of Poisson contraction. Together with the relaxation term $-2\beta$ the omitted part is
\begin{equation}
-\frac{2}{1-\nu}-\frac{2(1-2\nu)}{1-\nu}=-4 ,
\end{equation}
and $1-4=-3$. Putting the energy of the strained flat surface in place of $\gamma$ therefore does not give the cost of rippling it.

\subsection*{(i) Nonlinear elasticity}

\textit{The linear term shifts $D$ by an amount of order $f\sigma/M$, a fraction of order $\sigma/M$ of $\gamma$ when $f\sim\gamma$. Are there other odd terms of this order?}

\textbf{Solution.} Yes. Beyond linear elasticity the energy released by the stress has a correction odd in $\sigma$. In plane strain, with the small $f^2$ term dropped, write
\begin{equation}
D=\gamma-\frac{3f\sigma}{M}-\frac{2\sigma^2}{Mk}\Big(1+\eta\frac{\sigma}{M}\Big),
\end{equation}
where $\eta$ is a number set by the material. With $s^2=M\gamma k/2$, the condition $D=0$ reads
\begin{equation}
\sigma^2+\frac{3fk}{2}\sigma+\frac{\eta}{M}\sigma^3=s^2 .
\end{equation}
Put $\sigma=\pm s+\delta$ and keep first order in the corrections. Then $\pm2s\delta\pm\tfrac32fks\pm\eta s^3/M=0$, so both roots move by the same
\begin{equation}
\delta=-\frac{3fk}{4}-\frac{\eta s^2}{2M}.
\end{equation}
Since $|\sigma_C|-\sigma_T=-2\delta$,
\begin{equation}
|\sigma_C|-\sigma_T=\frac k2(3f+\eta\gamma).
\label{eq:fullgap}
\end{equation}
Both contributions are proportional to $k$, and no small parameter separates them. Equation \eqref{eq:gap} is thus the share due to surface stress and not the whole asymmetry of a real solid.

The value of $\eta$ depends on how stress and wavelength are measured. If $k'$ is the wavenumber in the strained state, $k=k'(1+\sigma/M)$ to first order, and $\sigma^2/k=(\sigma^2/k')(1-\sigma/M)$. This lowers $\eta$ by one. Below, $k$ refers to the unstrained crystal and $\sigma$ is force per unstrained area.

To size $\eta$, take the strain energy
\begin{equation}
W=\Big[\tfrac12\lambda(\operatorname{tr}\mathsf E)^2+\mu_s\operatorname{tr}\mathsf E^2\Big](1-b\operatorname{tr}\mathsf E),
\end{equation}
where $\mathsf E$ is the Lagrange strain and $\lambda$, $\mu_s$ are the Lamé constants. The number $b$ fixes the pressure derivative $B'$ of the bulk modulus. For a uniform volume change with logarithm $L$, $\operatorname{tr}\mathsf E=L+L^2/3+\dots$. With $K=\lambda+\tfrac23\mu_s$ this gives $W=\tfrac12K[L^2+(\tfrac23-b)L^3]$ to third order. The pressure is $P=-e^{-L}dW/dL=-K(L-\tfrac32bL^2)$, the bulk modulus is $-dP/dL=K(1-3bL)=K+3bP$ to first order, and so $B'=3b$.

Let the flat solid have stretches $l_1$ along $x$ and $l_2$ along $y$, nominal stress $P_x$ along $x$, and incremental moduli $A_{ijkl}$, the second derivatives of $W$ with respect to the deformation gradient. The second-order energy of the ripple is
\begin{align}
\Delta\mathcal E={}&\tfrac12\Big\langle\int_{-\infty}^0A_{ijkl}\,\partial_jv_i\,\partial_lv_k\,dy\Big\rangle-P_x\langle h'v_x\rangle\nonumber\\
&+\tfrac12(\gamma-f)\langle h'^2\rangle+\frac{f}{2l_1}\big\langle(l_2h'+v_y')^2\big\rangle .
\end{align}
The surface terms come from $\Gamma\,ds=(\gamma-f)\,ds$ plus $f$ times the deformed length, as in part (c), now without small-strain approximation. Minimizing numerically over decaying fields $\mathbf v$ and seeking the stretches at which $\Delta\mathcal E=0$ gives the finite-strain thresholds used in part (j).

\subsection*{(j) A worked example}

\textit{Take $E=1.25$ eV/\AA$^3$, $\nu=0.30$, $\gamma=0.125$ eV/\AA$^2$, $f=0.15$ eV/\AA$^2$ and a wavelength of 20000 \AA\ (2 $\mu$m). These are rough values in the regime of nickel. Find the thresholds in plane strain and judge what the model neglects.}

\textbf{Solution.} The modulus is $M=1.25/0.91=1.3736$ eV/\AA$^3$ and the wavenumber is $k=2\pi/20000=3.1416\times10^{-4}$ \AA$^{-1}$. Without surface stress both thresholds would be
\begin{equation}
s=\sqrt{\tfrac12(1.3736)(0.125)(3.1416\times10^{-4})}=5.193\times10^{-3}\ \text{eV/\AA}^3,
\end{equation}
a strain of $0.38$ percent. The gap is $\tfrac32(0.15)(3.1416\times10^{-4})=7.07\times10^{-5}$ eV/\AA$^3$, or 11.3 MPa. The correction $2f^2k/(M\gamma)=8.2\times10^{-5}$ is negligible, so half the gap is taken from one threshold and added to the other:
\begin{align}
\sigma_T&=5.158\times10^{-3}\ \text{eV/\AA}^3=0.826\ \text{GPa},\\
|\sigma_C|&=5.229\times10^{-3}\ \text{eV/\AA}^3=0.838\ \text{GPa}.
\end{align}
The asymmetry is 1.4 percent of $s$. For the equibiaxial film $c=2.46$ and the gap is $5.80\times10^{-5}$ eV/\AA$^3$. Back in plane strain, and still in linear elasticity, the critical wavelength at the fixed magnitude $|\sigma|=s$ is 19726 \AA\ in tension and 20271 \AA\ in compression, in line with \eqref{eq:lam}.

The finite-strain calculation, for these parameters in plane strain, gives the following gaps in $10^{-5}$ eV/\AA$^3$:
\begin{center}
\begin{tabular}{lccc}
 & $f=0$ & with $f$ & difference\\
$B'=0$ & $-6.05$ & $1.02$ & $7.07$\\
$B'=5$ & $-1.78$ & $5.29$ & $7.07$
\end{tabular}
\end{center}
The difference confirms the share $3fk/2$ for both laws. For this particular law, elastic nonlinearity alone makes compression the easier side and cancels 86 percent of the surface-stress effect for $B'=0$ and 25 percent for $B'=5$. With $\gamma k/2=1.96\times10^{-5}$ eV/\AA$^3$, the first column corresponds to $\eta\approx-3.1$ and $-0.9$. By \eqref{eq:fullgap} the total would change sign if $\eta$ is negative and $3f<|\eta|\gamma$.

For nickel, $B'$ is roughly 5, but this one-parameter law does not represent its full set of third-order elastic constants, and $B'$ does not fix even the sign of $\eta$. The law ties the shear constant to $C_{166}=-b\mu_s$, about $-130$ GPa for $B'=5$. An isotropic law with the same $E$, $\nu$ and $B'=5.0$ but $C_{111}=-3160$, $C_{112}=-680$, $C_{123}=-140$ and $C_{166}=-620$ GPa gives $\eta\approx+4.6$, so that nonlinearity makes tension the easier side and adds to the surface-stress gap. The table therefore shows the order of magnitude of $\eta$, not its sign in nickel. Nickel is also anisotropic. With rough cubic constants $C_{11}=1.56$, $C_{12}=0.94$ and $C_{44}=0.78$ eV/\AA$^3$, a cube face and a ripple along a cube axis, linear elasticity gives a gap of $2.09fk$ instead of $1.5fk$. The surface stress is itself uncertain, and its share of the gap is proportional to it. On a crystal face $\gamma$ and $f$ also depend on the tilt $\theta\simeq h'$. Then $\gamma$ is replaced by the stiffness $\gamma+\gamma''$, and $f(\theta)=f+\tfrac12f''\theta^2$ adds $f''\varepsilon_{xx}$ to $G$ in plane strain. The isotropic gap becomes $(3f-f'')k/2$, a change of the same order as the gap when $f''\sim f$. If $f$ varies with strain through a surface modulus of 1 eV/\AA$^2$, a rough guess, it changes by 2.5 percent at the threshold strain. This change has opposite signs in tension and compression, so it shifts both thresholds alike and cancels from the gap to first order.

The absence of plastic flow is the assumption most at risk. In plane strain, with $\sigma_{zz}=\nu\sigma$, the tensile threshold corresponds to a von Mises stress of $\sigma\sqrt{1-\nu+\nu^2}=0.73$ GPa. This is not far below a yield stress of 1 GPa, a rough value for a strong fine-grained film. Annealed nickel yields at far lower stress and would flow before this ripple became unstable. Heat, which surface diffusion needs, also promotes creep. A temperature change of 3 K in a film clamped in both directions to a frame that does not expand alters the stress by as much as the whole gap, for a rough expansion coefficient of $1.3\times10^{-5}$ K$^{-1}$. Half of that, if unnoticed, already changes the apparent asymmetry by the whole gap, because a stress offset raises one apparent threshold and lowers the other. Finally, the factor $e^{-kd}$ in the elastic field falls to 0.01 at a depth $d$ of about 14700 \AA, so in a thinner film the substrate takes part. The thresholds are therefore those of the model, and an asymmetry measured in a real film could not be assigned to surface stress without control of these effects. The numerical output gives the values in full.

\section*{Computed values}
\begin{verbatim}
Young modulus (rough input) = 1.250 eV/A^3
Poisson ratio (rough input) = 0.30
plane-strain modulus M = 1.3736 eV/A^3
surface energy gamma (rough input) = 0.125 eV/A^2
surface stress f (rough input) = 0.150 eV/A^2
ripple wavelength (input) = 20000 A
wavenumber k = 3.14159e-04 1/A
cross-compliance factor beta = 0.5714
geometric linear coefficient = -1.8571
relaxation linear coefficient = -1.1429
largest error of D in Ritz test = 5.8e-07 (test units)
threshold without surface stress = 5.193370e-03 eV/A^3
strain at that threshold = 0.3781 percent
tensile threshold = 5.157933e-03 eV/A^3 = 0.8264 GPa
compressive threshold = 5.228619e-03 eV/A^3 = 0.8377 GPa
gap, compressive - tensile = 7.0686e-05 eV/A^3 = 11.33 MPa
gap from Ritz thresholds = 7.0686e-05 eV/A^3
gap / threshold without f = 1.361 percent
gap if only gamma + f e_xx is used = -2.3562e-05 eV/A^3
f^2 term 2 f^2 k/(M gamma) = 8.23e-05
equibiaxial coefficient c = 2.4615
equibiaxial tensile threshold = 5.164238e-03 eV/A^3
equibiaxial compressive threshold = 5.222236e-03 eV/A^3
equibiaxial gap = 5.7999e-05 eV/A^3
critical wavelength, tension = 19726.1 A
critical wavelength, compression = 20270.6 A
Neglected effects (nominal stress, undeformed wavelength):
B'=0: finite-strain gap, f=0 = -6.0507e-05 eV/A^3
B'=0: finite-strain gap, with f = 1.0174e-05 eV/A^3
B'=0: share added by f = 7.0681e-05 eV/A^3
B'=5: finite-strain gap, f=0 = -1.7758e-05 eV/A^3
B'=5: finite-strain gap, with f = 5.2917e-05 eV/A^3
B'=5: share added by f = 7.0675e-05 eV/A^3
gap ratio for f=0, k against k/2 = 1.9996
cubic C11, C12, C44 (rough) = 1.56, 0.94, 0.78 eV/A^3
cubic tensile threshold = 5.159328e-03 eV/A^3
cubic compressive threshold = 5.257618e-03 eV/A^3
cubic gap = 9.8291e-05 eV/A^3
cubic gap/(f k) = 2.0858
surface modulus (rough input) = 1.0 eV/A^2
relative change of f by strain = 0.0252
yield stress (rough input) = 6.242e-03 eV/A^3
tensile threshold / yield stress = 0.826
thermal expansion (rough input) = 1.3e-05 1/K
clamped temperature change equal to gap = 3.04 K
depth where exp(-k depth) = 0.01: 14659 A
\end{verbatim}
